# Two time-ordered photon exchange graphs and the covariant propagator

## Problem

Two electrons with momenta $\mathbf p_1,\mathbf p_2$ scatter into $\mathbf p_1'=\mathbf p_1-\mathbf k$ and $\mathbf p_2'=\mathbf p_2+\mathbf k$ by exchanging one photon. Use atomic units in Gaussian form ($\hbar=m=|e|=1$, $c=1/\alpha$ with $\alpha$ the fine-structure constant), a periodic box of volume $V$, and Coulomb gauge. The external electrons are free positive-energy Dirac states with spinors normalized to $u^\dagger u=1$ and energies $E(\mathbf p)=\sqrt{c^2\mathbf p^2+c^4}$. Write

$$\omega=c|\mathbf k|,\qquad a=E_1-E_1',\qquad b=E_2'-E_2 .$$

Here $a$ is the energy given up by electron 1 and $b$ the energy taken up by electron 2. They are kept distinct until energy conservation is imposed.

(a) Write the energy denominators of the two time-ordered graphs, and find the factor by which the exchanged photon enters their sum.

(b) Show that this factor depends on a single invariant if the initial and final energies agree. What happens if they do not? Can a denominator vanish?

(c) Recover the result from the time-ordered product of two photon fields.

(d) The photon of Coulomb gauge is transverse. Find what must be added to the two graphs to make the whole amplitude covariant, and show that it does so.

(e) How is the amplitude divided between the two graphs, and does the division depend on the frame?

(f) Evaluate the results for $\mathbf p_1=(150,0,200)$ Å⁻¹, $\mathbf k=(0,0,100)$ Å⁻¹ and $p_{2x}=-100$ Å⁻¹, $p_{2y}=0$, with $p_{2z}$ fixed by energy conservation. Then repeat the photon factor for $p_{2z}=0$.

Treat the direct amplitude, in which $\mathbf p_1$ goes to $\mathbf p_1'$. For identical electrons, the same expression with the two final states interchanged is subtracted at the end.

## Solution

### (a) The two graphs

**The coupling.** An electron has charge $-1$, so minimal coupling replaces $\mathbf p$ by $\mathbf p+\mathbf A/c$. The Dirac term $c\,\boldsymbol\alpha\cdot\mathbf p$ then acquires the addition $\boldsymbol\alpha\cdot\mathbf A$. Expand the field in modes,

$$\mathbf A(\mathbf r)=\sum_{\mathbf k\lambda}N_k\left(\boldsymbol\epsilon_\lambda d_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r}+\boldsymbol\epsilon_\lambda^* d_{\mathbf k\lambda}^\dagger e^{-i\mathbf k\cdot\mathbf r}\right),$$

where $d$ removes a photon. The constant $N_k$ follows from the field energy $\int(\mathbf E^2+\mathbf B^2)/8\pi$. Since $\mathbf E=-\dot{\mathbf A}/c$ and $d$ varies as $e^{-i\omega t}$, the electric field of one mode has amplitude $N_k\omega/c$. In the box average the terms $dd$ and $d^\dagger d^\dagger$ drop out, and $dd^\dagger+d^\dagger d$ grows by 2 when one photon is added. The electric energy therefore grows by $VN_k^2\omega^2/(4\pi c^2)$. The magnetic energy grows equally, because $|\mathbf k|=\omega/c$. Setting the total equal to $\omega$ gives

$$N_k^2=\frac{2\pi c^2}{V\omega}. \tag{1}$$

**The second-order rule.** Let $W$ be the interaction, switched on slowly in the distant past. The second-order term of the S-matrix is

$$S^{(2)}_{fi}=(-i)^2\sum_n W_{fn}W_{ni}\int_{-\infty}^{\infty}\!dt_2\,e^{i(E_f-E_n)t_2}\int_{-\infty}^{t_2}\!dt_1\,e^{i(E_n-E_i)t_1}.$$

The slow switching removes the lower limit of the inner integral, which equals $e^{i(E_n-E_i)t_2}\,i/(E_i-E_n+i0)$. The outer integral is then $2\pi\delta(E_f-E_i)$, so that

$$S^{(2)}_{fi}=-2\pi i\,\delta(E_f-E_i)\,T_{fi},\qquad T_{fi}=\sum_n\frac{W_{fn}W_{ni}}{E_i-E_n+i0}. \tag{2}$$

The delta function already says that scattering uses $T$ at equal energies. The sum in (2) can still be evaluated at unequal energies, which shows what the equality does.

**Denominators.** Each vertex contains one electron annihilator and one creator. The four external electron lines use up those of both vertices, so there is no internal electron line. Two orderings remain:

- Electron 1 emits first. The intermediate energy is $E_1'+E_2+\omega$, and $E_i-E_n=E_1-E_1'-\omega=a-\omega$.
- Electron 2 emits first. The intermediate energy is $E_1+E_2'+\omega$, and $E_i-E_n=E_2-E_2'-\omega=-b-\omega$.

**Numerators.** Define the transition densities and currents

$$\rho_j=u_j'^\dagger u_j,\qquad \mathbf j_j=u_j'^\dagger\boldsymbol\alpha u_j\qquad(j=1,2).$$

In the first graph the photon carries $\mathbf k$, and the vertices give $N_k^2(\boldsymbol\epsilon^*\cdot\mathbf j_1)(\boldsymbol\epsilon\cdot\mathbf j_2)$. In the second it carries $-\mathbf k$, and the roles of emission and absorption are exchanged. The sum over two transverse polarizations, $\sum_\lambda\epsilon_i\epsilon_j^*=\delta_{ij}-k_ik_j/\mathbf k^2$, is symmetric in $i,j$ and even in $\mathbf k$. Both graphs therefore have the same numerator $N_k^2M_T$, with

$$M_T=\mathbf j_1\cdot\mathbf j_2-\frac{(\mathbf k\cdot\mathbf j_1)(\mathbf k\cdot\mathbf j_2)}{\mathbf k^2}. \tag{3}$$

From (1), $N_k^2=(4\pi c^2/V)\,(1/2\omega)$. The sum of the graphs is

$$V\,T_{\rm ph}=4\pi c^2\,M_T\,S,\qquad S=\frac1{2\omega}\left[\frac1{a-\omega}+\frac1{-b-\omega}\right]. \tag{4}$$

$S$ is the photon factor asked for. The $i0$ has been omitted; part (b) justifies this.

### (b) Equal energies

Put the bracket in (4) over a common denominator:

$$\frac1{a-\omega}-\frac1{b+\omega}=\frac{(b+\omega)-(a-\omega)}{(a-\omega)(b+\omega)},$$

so that

$$S=\frac{2\omega+b-a}{2\omega\,(a-\omega)(b+\omega)}. \tag{5}$$

The energy difference is $E_f-E_i=E_1'+E_2'-E_1-E_2=b-a$. If it vanishes, let $q_0=a=b$. The numerator becomes $2\omega$ and cancels the prefactor, while the denominator becomes a difference of squares:

$$S=\frac1{(q_0-\omega)(q_0+\omega)}=\frac1{q_0^2-c^2\mathbf k^2}=\frac1{c^2q^2}, \tag{6}$$

with $q=(q_0/c,\mathbf k)$ and $q^2=(q_0/c)^2-\mathbf k^2$. This $q$ is the difference of the four-momenta of electron 1 before and after. It is a four-vector because both momenta are on the mass shell, and $q^2$ is the same in all frames.

If $a\neq b$, the two electrons define different energy transfers, and there is no common $q$. The sum is then neither $1/(a^2-\omega^2)$ nor $1/(b^2-\omega^2)$. To see on which side it lies, use part of the next paragraph, $|a|,|b|<\omega$, and write

$$|S|=\frac1{2\omega}\left[\frac1{\omega-a}+\frac1{\omega+b}\right].$$

Replacing $b$ by $a$ gives $1/(\omega^2-a^2)$, and replacing $a$ by $b$ gives $1/(\omega^2-b^2)$. For $a>b$ each replacement lowers the term it changes, so $|S|$ is larger than both. For $a<b$ it is smaller than both.

**No vanishing denominator.** The gradient of $E(\mathbf p)$ is the velocity $c^2\mathbf p/E$, whose magnitude is below $c$. Integrating it along the straight line from $\mathbf p_1-\mathbf k$ to $\mathbf p_1$ gives $|a|<c|\mathbf k|=\omega$. The same argument for electron 2 gives $|b|<\omega$. Both denominators are therefore negative for $\mathbf k\neq0$, the $i0$ may be dropped, and $q^2<0$. A free electron cannot emit a real photon, so the exchanged one is virtual in either ordering.

For slow electrons the same argument bounds $|q_0|/\omega$ by the largest speed on the path divided by $c$. Then $S\to-1/\omega^2$, and retardation appears as the factor $1/(1-q_0^2/\omega^2)$ relative to this static value.

### (c) The same result from the time-ordered product

Let electron 1 interact at $t_1$ and electron 2 at $t_2$, in either order. The phases of the electron states are $e^{-iat_1}$ and $e^{ibt_2}$. In Wick's theorem the photon operators enter through the contraction, the vacuum expectation value of their time-ordered product. For the modes $\pm\mathbf k$ it supplies $e^{-i\omega|t_2-t_1|}$, since the later operator must absorb what the earlier one emitted. The factor $1/2!$ of the second-order Dyson term is cancelled by the two ways of assigning the vertices to the electrons.

With $t=t_2-t_1$ and $\bar t=(t_1+t_2)/2$, the electron phases become

$$e^{-iat_1+ibt_2}=e^{i(b-a)\bar t}\,e^{i(a+b)t/2}.$$

The integral over $\bar t$ gives $2\pi\delta(b-a)$, which is energy conservation. It permits $(a+b)/2=q_0$ in the other integral. With a small damping, $\omega\to\omega-i\eta$, the two half-lines give

$$\int_0^\infty\!dt\,\frac{e^{i(q_0-\omega)t}}{2\omega}=\frac1{2\omega}\frac{i}{q_0-\omega},\qquad
\int_{-\infty}^0\!dt\,\frac{e^{i(q_0+\omega)t}}{2\omega}=\frac1{2\omega}\frac{i}{-q_0-\omega}.$$

The half-line $t>0$ is the graph in which electron 1 emits, and $t<0$ the one in which electron 2 emits. Their sum is

$$\int_{-\infty}^{\infty}\!dt\,e^{iq_0t}\,\frac{e^{-i\omega|t|}}{2\omega}=\frac{i}{q_0^2-\omega^2}. \tag{7}$$

The Dyson prefactor $(-i)^2=-1$ times this $i$ and $2\pi\delta(b-a)$ reproduces the $-2\pi i\,\delta(E_f-E_i)$ of (2). One Feynman graph thus contains both orderings.

### (d) The complete amplitude

By (4) and (6), at equal energies,

$$V\,T_{\rm ph}=\frac{4\pi}{q^2}M_T. \tag{8}$$

The factor $1/q^2$ is invariant, but $M_T$ contains only transverse currents, and transversality refers to a particular frame. What is missing is the instantaneous Coulomb repulsion $1/r_{12}$, which is part of the Coulomb-gauge Hamiltonian. It acts in first order, and its matrix element between plane waves is the Fourier transform of $1/r$ times the densities:

$$V\,T_{\rm C}=\frac{4\pi}{\mathbf k^2}\rho_1\rho_2. \tag{9}$$

It has the same order in the charge as the two photon graphs, so all three terms belong together.

Current conservation connects them. With $h(\mathbf p)=c\boldsymbol\alpha\cdot\mathbf p+\beta c^2$ one has $h(\mathbf p_1)-h(\mathbf p_1')=c\boldsymbol\alpha\cdot\mathbf k$. Place this between $u_1'^\dagger$ and $u_1$, and let $h(\mathbf p_1)$ act to the right and $h(\mathbf p_1')$ to the left. For electron 2 start from $h(\mathbf p_2')-h(\mathbf p_2)=c\boldsymbol\alpha\cdot\mathbf k$. The results are

$$a\rho_1=c\,\mathbf k\cdot\mathbf j_1,\qquad b\rho_2=c\,\mathbf k\cdot\mathbf j_2. \tag{10}$$

The longitudinal term in (3) is therefore $ab\,\rho_1\rho_2/(c^2\mathbf k^2)$, or $q_0^2\rho_1\rho_2/(c^2\mathbf k^2)$ at equal energies. Adding (8) and (9),

$$V\,T=\frac{4\pi}{q^2}\,\mathbf j_1\cdot\mathbf j_2+\frac{4\pi\rho_1\rho_2}{\mathbf k^2}\left[1-\frac{q_0^2}{c^2q^2}\right].$$

The bracket equals $(q^2-q_0^2/c^2)/q^2=-\mathbf k^2/q^2$. The factor $\mathbf k^2$ cancels, leaving

$$V\,T=-\frac{4\pi}{q^2}\left(\rho_1\rho_2-\mathbf j_1\cdot\mathbf j_2\right). \tag{11}$$

The bracket in (11) is the Minkowski product $J_1\cdot J_2$ of $J=(\rho,\mathbf j)$. These objects are four-vectors once each spinor is multiplied by $\sqrt E$ and is itself transformed to the new frame. Spin labels defined afresh from rest spinors in each frame are in general rotated by a boost, so an amplitude with fixed labels need not be invariant, while the sum over spins is unaffected. With $u^\dagger u=1$, the invariant quantity is accordingly the spin-summed $|VT|^2$ times the four energies, $E_1E_2E_1'E_2'$.

For slow electrons with unchanged spin, $\mathbf j$ is small, $\rho\to1$ and $q^2\to-\mathbf k^2$. Equation (11) then becomes $+4\pi/\mathbf k^2$, the Coulomb repulsion with its correct sign.

Energy conservation was used twice: to combine the denominators, and to replace $ab$ by $q_0^2$.

### (e) The division between the graphs

Both graphs have the numerator $M_T$, so the first one's share of the photon part is its share of $S$:

$$\frac{1}{2\omega(q_0-\omega)}\,(q_0^2-\omega^2)=\frac{\omega+q_0}{2\omega}. \tag{12}$$

The electron that loses energy is the emitter in the larger graph, because that intermediate state lies closer to the initial energy. The share depends on the ratio $q_0/\omega$, which is not invariant and changes under a general boost. Starting from a frame with $q_0=0$, a frame moving with velocity $v$ along $\mathbf k$ has $q_0/\omega=-v/c$ and share $(1-v/c)/2$, while a frame moving perpendicular to $\mathbf k$ keeps $q_0=0$ and the share one half. In the centre-of-mass frame the two electrons have equal energies before the collision and equal energies after it. Conservation of the total makes $E_1'=E_1$, so $q_0=0$ and each graph contributes one half. The individual graphs are frame-dependent; the sum $S$ is not.

### (f) Numbers

The momenta are round model values, large enough for retardation to be visible. Energy conservation gives $p_{2z}=89.39$ Å⁻¹. The energies, including rest energy, are

$$E_1=710269.0,\quad E_1'=622630.1,\quad E_2=575472.7,\quad E_2'=663111.6\ \text{eV}.$$

Both differences give the same transfer, $q_0=710269.0-622630.1=663111.6-575472.7=87638.9$ eV. The photon energy is $\omega=197327.0$ eV. The denominators are

$$q_0-\omega=-109688.1\ \text{eV},\qquad -q_0-\omega=-284965.9\ \text{eV}.$$

Dividing the reciprocal of each by $2\omega$ gives the photon factors

$$-2.310\times10^{-11}\ \text{eV}^{-2}\quad\text{and}\quad-0.889\times10^{-11}\ \text{eV}^{-2}.$$

Their sum is $-3.199\times10^{-11}$ eV⁻², equal to $1/(q_0^2-\omega^2)$. In inverse lengths the invariant is $q^2=-8027$ Å⁻².

The first graph's share is $(197327.0+87638.9)/(2\times197327.0)=0.722$. The centre-of-mass frame moves at $0.451\,c$ relative to the given one. There $\omega=176797.5$ eV, the shares are $0.500$ each, and the sum, now equal to $-1/\omega^2$, is again $-3.199\times10^{-11}$ eV⁻².

For both electrons going from spin up to spin up, where the label refers to the rest spinor from which each state is projected, the contributions to $VT$ are:

| Contribution | $VT$ ($10^{-2}$ eV Å³) |
|---|---|
| Coulomb | 1.773 |
| Electron 1 emits | 0.232 |
| Electron 2 emits | 0.089 |
| Sum | 2.094 |

The covariant formula (11) also gives $2.094\times10^{-2}$ eV Å³. The photon graphs supply $(0.232+0.089)/2.094$, about 15% of the total for these spin states in this frame. They are positive although $q^2<0$, so $M_T$ is negative here. These figures check an identity within the lowest-order direct amplitude. They include neither the exchange term nor radiative corrections.

Now set $p_{2z}=0$ and leave the rest unchanged. Electron 2 would take up $b=34458.1$ eV while electron 1 still gives up $a=87638.9$ eV, so the final energy is lower than the initial one by $53180.8$ eV. The photon factors compare as follows:

$$S=-3.403,\qquad \frac1{a^2-\omega^2}=-3.199,\qquad \frac1{b^2-\omega^2}=-2.649\qquad(10^{-11}\ \text{eV}^{-2}).$$

The magnitude of $S$ exceeds both others, as derived in (b) for $a>b$. The numerical check also compares the sum of the three terms with (11) for random momenta in three dimensions and all spin combinations.

## Numbers as computed

```
p1 (1/angstrom): [150.   0. 200.]
k (1/angstrom): [  0.   0. 100.]
p2x: -100 1/angstrom
p2z from energy conservation: 89.3861 1/angstrom
E1 (with rest energy): 710269.0 eV
E1' (with rest energy): 622630.1 eV
E2 (with rest energy): 575472.7 eV
E2' (with rest energy): 663111.6 eV
photon energy w: 197327.0 eV
energy transfer q0: 87638.9 eV
denominator, electron 1 emits: -109688.1 eV
denominator, electron 2 emits: -284965.9 eV
photon factor, electron 1 emits: -2.31006e-11 eV^-2
photon factor, electron 2 emits: -8.89182e-12 eV^-2
sum of the two factors: -3.19925e-11 eV^-2
covariant 1/(q0^2-w^2): -3.19925e-11 eV^-2
q^2: -8027.48 angstrom^-2
share of first graph, given frame: 0.72207
share of first graph, CM frame: 0.50000
photon energy w in CM frame: 176797.5 eV
sum of factors in CM frame: -3.19925e-11 eV^-2
CM frame speed / c: 0.45071
V*T Coulomb term: 1.773032e-02 eV angstrom^3
V*T electron 1 emits: 2.320836e-03 eV angstrom^3
V*T electron 2 emits: 8.933282e-04 eV angstrom^3
V*T sum of three: 2.094449e-02 eV angstrom^3
V*T covariant formula: 2.094449e-02 eV angstrom^3
worst relative error, 21 cases x 16 spins: 6.5e-15
four-state splitting / prediction: 0.9999926
mismatch case p2z=0: b: 34458.1 eV
mismatch case: final minus initial energy: -53180.8 eV
mismatch case: sum of factors: -3.40326e-11 eV^-2
mismatch case: 1/(a^2-w^2): -3.19925e-11 eV^-2
mismatch case: 1/(b^2-w^2): -2.64897e-11 eV^-2
```
